# Sampling EUV Photon Absorptions by Thinning a Uniform Poisson Process

## Two halves of an evenly lit window

Let a resist area be lit evenly, so that it absorbs $M$ photons on average, and divide it into a left and a right half. The naive way to sample the absorption positions is to place $M$ points at random, each equally likely to fall anywhere. Each half then has the right mean, $M/2$. But if $M=10$ and the left half holds 7 points, the right half must hold 3. The two counts are perfectly anticorrelated, although no physical process tells the right half what the left half absorbed.

The cure is to draw the number of points as well. Let $N$ be Poisson with mean $M$, and let each point choose a half with probability $1/2$. To find $a$ points on the left and $b$ on the right, $N$ must equal $a+b$, and therefore

$$
P(a,b)=e^{-M}\frac{M^{a+b}}{(a+b)!}\,\frac{(a+b)!}{a!\,b!}\,\frac1{2^{a+b}}
=\left[e^{-M/2}\frac{(M/2)^a}{a!}\right]\left[e^{-M/2}\frac{(M/2)^b}{b!}\right].
$$

The factorials of $a+b$ cancel and $e^{-M}$ splits into two equal factors. The counts are independent Poisson variables. A sampler for a patterned image has to keep this property while making some places brighter than others.

## The target

Two coherent beams that reach the wafer at angles of sine $\pm\lambda_0/(2p)$, with $\lambda_0$ the vacuum wavelength, have lateral phases $\pm\pi x/p$. Their interference term varies as $\cos(2\pi x/p)$, with pitch $p$. Projecting out depth, we write the density of absorbed photons per unit area as

$$
\lambda(x,y)=n_0\left[1+m\cos\frac{2\pi x}{p}\right],\qquad 0\le m\le1 ,
$$

where $n_0$ is the average over a period and $m$ is the modulation. The image is taken as fixed, the absorptions as independent, and the absorber as undepleted.

These assumptions lead to Poisson counts. Divide a cell $B$ into small patches of area $\Delta A$, each absorbing one photon with probability $\lambda\,\Delta A$, independently of the others. The generating function of the count $n$ is

$$
\langle z^{n}\rangle=\prod_{\text{patches}}\left[1+(z-1)\lambda\,\Delta A\right]
\longrightarrow \exp\left[(z-1)\int_B\lambda\,dA\right]
$$

as $\Delta A\to0$, which is that of a Poisson variable with mean $\int_B\lambda\,dA$. Disjoint cells share no patches, so their counts are independent. A random set of points with these two properties, for every finite choice of disjoint cells, is a Poisson process of intensity $\lambda$.

## Thinning

Uniform points are easy to draw, and surplus points can be deleted. The density of candidates must then be at least $\lambda$ everywhere. The smallest constant that suffices is $\lambda_{\max}=n_0(1+m)$. Let the window $W$ have area $|W|$ and span a whole number of pitches.

1. Draw $N$ from a Poisson law of mean $M=\lambda_{\max}|W|$.
2. Place $N$ independent uniform points in $W$.
3. Keep each point, independently of the others, with probability
$$a(x)=\frac{\lambda(x,y)}{\lambda_{\max}}=\frac{1+m\cos(2\pi x/p)}{1+m}.$$

Since the cosine averages to zero over whole pitches, the mean accepted fraction is $A=1/(1+m)$. An even image ($m=0$) wastes no candidates. Full modulation ($m=1$) wastes half of them on average.

An envelope that is too low causes an error that the program does not announce. If the candidate density is $C<\lambda_{\max}$, the ratio $\lambda/C$ exceeds 1 near the bright lines. A comparison with a random number between 0 and 1 then accepts every point there, and the sampled intensity is $\min(\lambda,C)$: the peaks are cut flat. An envelope above $\lambda_{\max}$ is correct but slower, with accepted fraction $n_0/C$.

## Proof that the accepted points have the target intensity

Choose disjoint cells $B_1,\dots,B_k$. Give a candidate the label $j$ if it lies in $B_j$ and is accepted, and the label 0 otherwise. A uniform point has probability density $1/|W|$, so label $j$ has probability

$$
q_j=\frac1{|W|}\int_{B_j}a\,dA=\frac{1}{\lambda_{\max}|W|}\int_{B_j}\lambda\,dA=\frac{\mu_j}{M},
\qquad \mu_j=\int_{B_j}\lambda\,dA ,
$$

and $q_0=1-\sum_{j\ge1}q_j$. Given $N$, the labels are independent draws, so their counts are multinomial. A full set of counts $n_0',n_1,\dots,n_k$, with $n_0'$ the number of zeros, fixes $N=n_0'+\sum_j n_j$. Its probability is

$$
P=e^{-M}\frac{M^N}{N!}\,\frac{N!}{n_0'!\,n_1!\cdots n_k!}\,q_0^{n_0'}q_1^{n_1}\cdots q_k^{n_k}.
$$

Cancel $N!$, share the $N$ factors of $M$ among the labels, and use $q_0+\sum_j q_j=1$ to split the exponential:

$$
P=\left[e^{-Mq_0}\frac{(Mq_0)^{n_0'}}{n_0'!}\right]\prod_{j=1}^k\left[e^{-\mu_j}\frac{\mu_j^{n_j}}{n_j!}\right].
$$

Summing over $n_0'$ turns the first bracket into 1. What remains is a product of Poisson laws with means $\mu_j$. The cells were arbitrary, so the accepted points form a Poisson process of intensity $\lambda$.

The same algebra holds for any set of labels. Adding labels for "rejected in cell $j$" shows that the rejected points are a Poisson process of intensity $\lambda_{\max}-\lambda=n_0m[1-\cos(2\pi x/p)]$, independent of the accepted ones.

## What a fixed number of candidates would do

Suppose that step 1 is replaced by a fixed $N$. The means $Nq_j$ are right if $N=M$. For two cells $i\ne j$, the product $N_iN_j$ counts pairs of candidates with one in each cell. A candidate cannot pair with itself, because it carries one label, so $N(N-1)$ ordered pairs remain:

$$
\operatorname{Cov}(N_i,N_j)=N(N-1)q_iq_j-N^2q_iq_j=-Nq_iq_j .
$$

The accepted total is binomial, with mean $NA$ and variance $NA(1-A)$. Its ratio of variance to mean is

$$
1-A=\frac{m}{1+m}
$$

instead of 1. At $m=0$ the ratio is zero, which is the rigid total of the opening example.

If $N$ is random, the covariance is the mean of the conditional covariance plus the covariance of the conditional means:

$$
\operatorname{Cov}(N_i,N_j)=q_iq_j\left[\operatorname{Var}N-\langle N\rangle\right].
$$

A Poisson $N$ makes the bracket vanish. Zero covariance alone would not prove independence; the factorized law above does.

## Means in rectangular cells

For a cell $a\le x\le b$ of height $h$, integrating the cosine gives

$$
\mu=n_0h\left\{b-a+\frac{mp}{2\pi}\left[\sin\frac{2\pi b}{p}-\sin\frac{2\pi a}{p}\right]\right\}.
$$

For a cell much narrower than the pitch this tends to the local intensity times the area, unless that intensity vanishes. It does vanish at the dark line when $m=1$. With $s$ the distance from that line, $1-\cos(2\pi s/p)\approx2\pi^2s^2/p^2$, and a strip $|s|\le\delta$ has

$$
\mu\approx n_0h\,\frac{2\pi^2}{p^2}\int_{-\delta}^{\delta}s^2\,ds=\frac{4\pi^2n_0h\,\delta^3}{3p^2}
$$

to leading order in $\delta/p$. Background light, which makes $m<1$, restores a term linear in $\delta$.

## An EUV example

Take $\lambda_0=13.5$ nm, pitch 32 nm, $m=0.8$ and numerical aperture 0.33. The two beams have sine $13.5/64=0.211$ and pass the pupil. The next diffraction orders, at $3\times0.211=0.633$, do not, so the image is a pure sinusoid.

The period-averaged dose entering the resist is 30 mJ/cm², or $3.0\times10^{-16}$ J/nm². A photon carries 91.84 eV, or $1.471\times10^{-17}$ J, which gives 20.39 incident photons per nm². A film of thickness $d=40$ nm with absorption coefficient $\alpha=5$ per µm absorbs the fraction $1-e^{-\alpha d}=1-e^{-0.2}=0.1813$ at normal incidence. The two beams travel about 12° off the normal, and their longer path would raise the fraction by 2%, to 0.185; we neglect this. Hence

$$
n_0=20.39\times0.1813\approx3.70\ \text{nm}^{-2}.
$$

The window is 32 nm × 4 nm, or 128 nm². It needs about $3.70\times1.8\times128\approx852$ candidates on average and keeps about 473. One run drew 845 candidates and accepted 464.

Divide the window into two rows of eight cells, each 4 nm × 2 nm. For the bright cell from 0 to 4 nm the sine term is $(0.8\times32/2\pi)\sin(\pi/4)=2.88$ nm. For the dark cell from 12 to 16 nm it has the opposite sign. With $n_0h=7.39$ nm⁻¹,

$$
\mu_{\text{bright}}=7.39\,(4+2.88)\approx50.9,\qquad
\mu_{\text{dark}}=7.39\,(4-2.88)\approx8.3 .
$$

In the run above, the lower row held 4, 22, 32, 59, 51, 44, 15 and 8 photons from left to right. The two outer cells have equal means, yet one received twice as many photons as the other.

The window was sampled 20000 times. Four cells of the lower row gave:

| $x$ (nm) | target mean | sample mean | variance/mean |
|---|---|---|---|
| 0 to 4 | 50.86 | 50.81 | 1.013 |
| 4 to 8 | 38.39 | 38.38 | 1.000 |
| 8 to 12 | 20.75 | 20.72 | 0.983 |
| 12 to 16 | 8.27 | 8.27 | 1.012 |

For $R$ runs the sampling error of the last column is close to $\sqrt{2/R}=0.010$, so the departures from 1 are of the expected size. A chi-square test of all 16 means gave 13.2 for 16 degrees of freedom.

With fixed $N$, two bright cells with $q=50.9/852=0.060$ have correlation $-q/(1-q)=-0.064$, about nine times the sampling error $1/\sqrt R=0.007$. For two dark cells the correlation is only about $-0.010$, hardly more than that error. A pooled test uses all pairs at once. The 16 cells form 120 pairs. If the cells are independent, $R$ times the sum of the squared sample correlations should be near 120. Thinning with a Poisson $N$ gave 131. With $N$ fixed at 852 the statistic was 3270. The accepted total then had variance/mean 0.445, against the predicted $0.8/1.8=0.444$, and the mean pair covariance was $-1.01$, as predicted.

Correlations probe second moments. To test the joint law itself, the counts of one bright and one dark cell were each sorted into five groups, and the 25 joint frequencies were compared with the product of the two Poisson laws. Chi-square was 25.2 for 24 degrees of freedom.

Lowering the envelope to $C=n_0$ should cut the bright cell to $3.70\times8=29.6$ photons. Two thousand runs gave 29.7 instead of the required 50.9.

## From counts to stochastic failures

The image-average count in a cell is 29.6. Call it a local count failure when a bright cell receives fewer photons than this, or a dark cell more. From the Poisson law,

$$
P(N_{\text{bright}}\le29)=6.2\times10^{-4},\qquad P(N_{\text{dark}}\ge30)=4.4\times10^{-9}.
$$

Each run has four bright cells, so 20000 runs give 80000 trials and 50 expected bright failures; 46 occurred.

A bound shows why the two numbers differ so much. For $t>0$, $e^{t(k-N)}\ge1$ whenever $N\le k$, so

$$
P(N\le k)\le e^{tk}\langle e^{-tN}\rangle=\exp\left[tk-\mu(1-e^{-t})\right].
$$

The right side is smallest at $e^{-t}=k/\mu\equiv c$, which gives

$$
P(N\le c\mu)\le e^{-\mu I(c)},\qquad I(c)=1-c+c\ln c\qquad(c<1).
$$

Taking $t<0$ gives the same bound on $P(N\ge c\mu)$ for $c>1$. The bright cell has $c=29.6/50.9=0.58$ and $\mu I=5.3$. The dark cell has $c=3.6$ and $\mu I=16$. The dark cell has the larger relative noise, but it would have to exceed its mean more than threefold.

Doubling the dose, with image, film, cell and relative threshold held fixed, doubles $\mu$ at constant $c$ and so squares the bound. The probability itself falls from $6.2\times10^{-4}$ to $3.0\times10^{-6}$, a factor of about 200.

## Where a real resist departs from the model

The pitch and aperture are typical of EUV line/space printing, and the film values are rough ones for a chemically amplified resist. The dose needs more care: 30 mJ/cm² is here the average over a period, whereas printing doses are usually quoted for an open frame. For an ideal mask with equal lines and spaces, two beams of relative amplitudes $1/2$ and $1/\pi$ carry $1/4+1/\pi^2=0.35$ of the open-frame dose, so the example corresponds to an open-frame dose of roughly 85 mJ/cm². The conversion is only rough: these amplitudes would give $m=0.91$ rather than 0.8, and an absorber that returns 2% of the intensity moves the figure to between 75 and 95 mJ/cm², depending on its phase. An open-frame dose of 30 mJ/cm² would leave about a third of the photons and raise the relative shot noise by a factor of about 1.7. The count failures above are not printed defect rates. A resist responds to chemistry that follows absorption, and this is where the model is weakest.

Secondary electrons carry the chemical event away from the absorption point. For Gaussian displacements of standard deviation $\sigma$ along $x$, averaging the cosine multiplies the modulation by $e^{-2\pi^2\sigma^2/p^2}$. A rough $\sigma=3$ nm gives 0.84, so $m$ falls from 0.80 to 0.67. With one event per photon, the bright mean becomes about 47.5 and the exponent $\mu I$ drops from 5.3 to 3.9, which weakens the bound about fourfold.

One photon also makes several acids. Let each of $N$ photons yield a Poisson number of mean $K$, with all acids staying in the cell. The acid count has mean $K\mu$. Its variance is $K\mu$ from the yield plus $K^2\mu$ from the photon number, so variance/mean is $1+K$. A rough $K=3$ gives 4; sampling gave 4.05. The relative noise of the bright cell rises from $1/\sqrt{\mu}=14\%$ to $\sqrt{(1+K)/(K\mu)}=16\%$. This is the limit of a cell large compared with the blur, which a 4 nm × 2 nm cell is not. If each acid is displaced independently, blur spreads the acids of one photon over several cells. Variance/mean then lies between 1 and $1+K$, and the relative noise of the acid count in so small a cell can even fall below the 14% of the photon count. Acids from one photon that land in different cells also correlate those cells, so the acid positions are not a Poisson process even though the absorptions are. All of this assumes an unlimited supply of acid generator, which fails at the dose of this example. $K=3$ asks for about 150 acids in the 320 nm³ of the bright cell, or 0.48 per nm³. A loading of 10 to 30% by weight of a generator of molar mass near 560 g/mol, in a film of density 1.2 g/cm³, supplies only 0.13 to 0.39 per nm³, or about 40 to 120 molecules. The yield then saturates, variance/mean falls well below $1+K$, and the random number of generator molecules in the cell becomes a noise source of its own.

Four further points matter less for the photon count of a single cell:

- A relative dose fluctuation $s$ shared by all cells adds $\mu^2s^2$ to the variance. For a rough $s=0.5\%$ this raises variance/mean of the bright cell by 0.0013. It equals the shot noise at a mean count of $1/s^2=40000$, so it matters for large areas.
- Thermal light in $M_t$ equal modes has relative energy variance $1/M_t$. A rough 50 ns pulse of 2% bandwidth has a coherence time $\lambda_0/(0.02\,c_0)\approx2.3$ fs, with $c_0$ the speed of light, and hence about $2\times10^7$ temporal modes. If one such pulse delivered the whole dose, the bright cell would gain about $2\times10^{-6}$ in variance/mean; spreading the dose over many pulses makes the gain smaller still.
- With roughly 80 atoms per nm³, at most 0.23% of the atoms absorb a photon, at the top of the film on a bright line. Common resist polymers have nearer 100 atoms per nm³, which lowers the figure to about 0.19%. Depletion of the absorber is slight if absorption is spread over all atoms; depletion of the acid generator, discussed above, is not.
- The absorbed density at the bottom of the film is about 0.82 of that at the top (0.815 for the tilted beams). The projected counts include this, but a three-dimensional sampler must also draw a depth for each photon, from the exponential law restricted to $0\le z\le d$ and renormalized there.

Numerical values quoted here were computed with a short program.
